\section*{Thermoelastic damping of a silicon cantilever and its thickness of greatest loss}

\section{Problem}

A silicon cantilever of thickness $b$, cut along $\langle110\rangle$, vibrates in its lowest flexural mode at 100 kHz and 300 K. Its compressed side warms, its stretched side cools, and heat flows between them. Find the resulting loss $1/Q$ and the thickness at which it is greatest. The frequency is held fixed: when $b$ changes, the length $L$ is readjusted.

Take these rough typical values: Young modulus $E=170$ GPa, linear expansion $\alpha=2.6\times10^{-6}$ K$^{-1}$, heat capacity per volume $C=1.7$ J/(cm$^3$ K), conductivity $\kappa=1.5$ W/(cm K), density $\rho=2.3$ g/cm$^3$. The diffusivity is $\chi=\kappa/C=0.8824$ cm$^2$/s. The quality factor is defined by
\[
\frac1Q=\frac{\text{energy lost per cycle}}{2\pi\times\text{peak stored energy}} .
\]
No quantum constant enters, so the algebra reads the same in atomic units and in SI.

\section{A tempting solution}

A solid with one relaxation time $\tau$ has the loss
\begin{equation}
\frac1Q=\Delta\,\frac{\omega\tau}{1+\omega^2\tau^2},\qquad \Delta=\frac{E\alpha^2T}{C}, \label{debye}
\end{equation}
which is greatest at $\omega\tau=1$. Heat diffuses across a thickness $b$ in a time $b^2/\chi$. Setting $\tau=b^2/\chi$ gives
\[
b=\sqrt{\chi/\omega}=\sqrt{\frac{0.8824\ \text{cm}^2/\text{s}}{2\pi\times10^5\ \text{s}^{-1}}}\approx 11.9\ \mu\text{m}.
\]

\section{Where it fails}

The fault is the relaxation time. The quantity $b^2/\chi$ has the right dimensions, but it is not the decay time of the temperature pattern that bending creates. That pattern is odd about the middle plane $z=0$, and no heat leaves through the faces $z=\pm b/2$. The slowest pattern of this kind is $\sin(\pi z/b)$, whose slope vanishes at both faces. Under $\dot\theta=\chi\theta''$ it decays at the rate $\pi^2\chi/b^2$, so
\begin{equation}
\tau=\frac{b^2}{\pi^2\chi}. \label{tau}
\end{equation}
At the thickness proposed above, $\omega\tau=1/\pi^2\approx0.10$. The loss there is about $0.10\,\Delta$, a fifth of the maximum $\Delta/2$ of \eqref{debye}. The proposed thickness is too small by a factor $\pi$.

It remains to derive $\Delta$, and to find out how far one decay time can stand for the whole temperature profile.

\section{Heat and stress in the beam}

Let the beam be slender, with axial stress $\sigma$ as its only stress. Let $\varepsilon$ be the axial strain and $\theta$ the small departure of the temperature from $T$. With the isothermal modulus $E$,
\[
\varepsilon=\sigma/E+\alpha\theta\quad\Rightarrow\quad \sigma=E(\varepsilon-\alpha\theta).
\]
The free energy with $dg=-s\,dT-\varepsilon\,d\sigma$ gives the Maxwell relation $(\partial s/\partial\sigma)_T=(\partial\varepsilon/\partial T)_\sigma=\alpha$. The entropy per volume, measured from rest, is therefore
\[
s=\frac{C_\sigma\theta}{T}+\alpha\sigma=\frac{C\theta}{T}+E\alpha\varepsilon,\qquad C=C_\sigma-E\alpha^2T .
\]
Here $C_\sigma$ is the heat capacity at fixed stress and $C$ that at fixed axial strain with free sides. Heat flow across the thickness obeys $T\dot s=\kappa\theta''$, or
\begin{equation}
C\dot\theta=\kappa\theta''-E\alpha T\dot\varepsilon. \label{heat}
\end{equation}
If no heat flows, $s=0$ and $\theta=-(E\alpha T/C)\varepsilon$. The stress is then $\sigma=E(1+\Delta)\varepsilon$. Thus $\Delta$ is the fractional excess of the adiabatic modulus over the isothermal one. Numerically,
\[
\Delta=\frac{(170\times10^9)(2.6\times10^{-6})^2(300)}{1.7\times10^6}=2.03\times10^{-4}.
\]

\section{Temperature profile and loss}

Let the curvature be $K\cos\omega t$ with $K$ real, and write all fields as amplitudes times $e^{i\omega t}$. Then $\varepsilon=-zK$, and \eqref{heat} becomes
\[
\chi\theta''-i\omega\theta=-i\omega AKz,\qquad A=E\alpha T/C .
\]
One solution is $AKz$; the odd solution of the homogeneous equation is $\sinh qz$ with $q^2=i\omega/\chi$. The condition $\theta'(\pm b/2)=0$ fixes its coefficient:
\begin{equation}
\theta=AK\left[z-\frac{\sinh qz}{q\cosh(qb/2)}\right]. \label{profile}
\end{equation}
The bending moment per width is
\[
M=-\int_{-b/2}^{b/2}\sigma z\,dz=\frac{Eb^3}{12}K+E\alpha\int z\theta\,dz
=\frac{Eb^3}{12}K(1+\Delta G),
\]
where $E\alpha A=E\Delta$ was used and $G=(12/b^3AK)\int z\theta\,dz$. Integration by parts gives
\[
\int_{-b/2}^{b/2}z\sinh qz\,dz=\frac bq\cosh\frac{qb}2-\frac2{q^2}\sinh\frac{qb}2,
\]
and hence
\begin{equation}
G=1-\frac{12}{(qb)^2}+\frac{24\tanh(qb/2)}{(qb)^3}.
\end{equation}

The work lost per cycle and area is $W=\oint M\,dK=\pi K\,\mathrm{Im}\,M=\pi(Eb^3/12)K^2\Delta\,\mathrm{Im}\,G$. To leading order in $\Delta$ the peak stored energy is $\tfrac12(Eb^3/12)K^2$. Dividing by $2\pi$ times this gives $1/Q=\Delta\,\mathrm{Im}\,G$. Both energies carry the same $K^2$ at every section, so the mode shape cancels as long as heat flows across the beam only.

For the imaginary part put $qb=(1+i)\xi$ with $\xi=b\sqrt{\omega/2\chi}$. Since $(1+i)^2=2i$ and $(1+i)^3=-2+2i$,
\[
-\frac{12}{(qb)^2}=\frac{6i}{\xi^2},\qquad \frac{24}{(qb)^3}=-\frac{6(1+i)}{\xi^3},\qquad
\tanh\frac{(1+i)\xi}2=\frac{\sinh\xi+i\sin\xi}{\cosh\xi+\cos\xi}.
\]
The imaginary part of $(1+i)(\sinh\xi+i\sin\xi)$ is $\sinh\xi+\sin\xi$. Therefore
\begin{equation}
\boxed{\frac1Q=\Delta F,\qquad F=\frac6{\xi^2}-\frac6{\xi^3}\,\frac{\sinh\xi+\sin\xi}{\cosh\xi+\cos\xi}} \label{full}
\end{equation}

The lost work is the heat made by conduction. Multiply the amplitude form of \eqref{heat} by $\theta^*$, integrate over $z$, and use the insulated faces:
\[
i\omega C\!\int|\theta|^2dz=-\kappa\!\int|\theta'|^2dz+i\omega E\alpha TK\!\int z\theta^*dz .
\]
The real part is $\kappa\int|\theta'|^2dz=\omega E\alpha TK\,\mathrm{Im}\int z\theta\,dz$. Multiplied by $\pi/(\omega T)$, its right side is $W$. Its left side is $T$ times the entropy produced in one cycle.

\section{What Zener's single time leaves out}

Expand $z$ in the odd patterns with zero slope at the faces, $z=\sum c_n\sin(n\pi z/b)$, $n=1,3,5,\dots$ Then
\[
c_n=\frac2b\int_{-b/2}^{b/2} z\sin\frac{n\pi z}b\,dz=\frac{4b}{n^2\pi^2}\sin\frac{n\pi}2 .
\]
In the heat equation each term of $\theta$ equals $AKc_n$ times $i\omega\tau_n/(1+i\omega\tau_n)$, with $\tau_n=\tau/n^2$. Each pattern has squared norm $b/2$, so its weight in $G$ is $(12/b^3)c_n^2(b/2)=96/(\pi^4n^4)$. Hence
\begin{equation}
F=\sum_{n\ \mathrm{odd}}\frac{96}{\pi^4n^4}\,\frac{x_n}{1+x_n^2},\qquad x_n=\frac x{n^2},\quad x=\omega\tau=\frac{2\xi^2}{\pi^2}. \label{sum}
\end{equation}
The weights add to 1, and the first is 0.986. Zener's formula, \eqref{debye} with \eqref{tau}, keeps the first pattern and gives it weight 1.

For a thin beam, $x\to0$, the sum $\sum n^{-6}=\pi^6/960$ gives $F\to\pi^2x/10=\xi^2/5$. Heat crosses so fast that the beam stays almost isothermal. Zener's form gives $x=0.203\,\xi^2$, which is 1.3\% above the full result. For a thick beam \eqref{full} gives $F\to6/\xi^2$: the motion is almost adiabatic. Zener's form gives $1/x=4.93/\xi^2$, which is 18\% below the full limit, because the faster patterns now matter.

\section{The thickness of greatest loss}

At fixed $\omega$ the loss depends on $b$ through $x\propto b^2$ alone. Differentiating \eqref{sum},
\[
\frac{dF}{dx}=\frac{96}{\pi^4}D,\qquad D=\sum_{n\ \mathrm{odd}}\frac1{n^6}\,\frac{1-x_n^2}{(1+x_n^2)^2}.
\]
There is one maximum, as three ranges show.

For $x\le1$ no term is negative and those with $n\ge3$ are positive, so $D>0$.

For $1<x<\sqrt3$, put $u=x_n^2<3$. The derivative of $(1-u)/(1+u)^2$ is $(u-3)/(1+u)^3<0$, so $D$ falls steadily.

For $x\ge\sqrt3$, write $xD=\sum n^{-4}h(x_n)$ with $h(y)=y(1-y^2)/(1+y^2)^2$. Putting $y=\tan\phi$ gives $h=\frac14\sin4\phi\le\frac14$. Positive terms need $n>\sqrt x$. If $N$ is the first such odd number, then
\[
\sum_{n\ge N}\frac1{n^4}\le\frac1{N^4}+\frac12\int_N^\infty\frac{dt}{t^4}\le\frac1{x^2}+\frac1{6x^{3/2}} .
\]
After one more factor $x$, the positive part of $x^2D$ is at most $\frac14(x^{-1}+x^{-1/2}/6)\le0.18$. The $n=1$ term contributes $-v(v-1)/(1+v)^2$ with $v=x^2\ge3$. Its size grows with $v$, since the derivative of $v(v-1)/(1+v)^2$ is $(3v-1)/(1+v)^3$, and is at least $3/8$. So $D<0$.

Hence $D$ has one root $x_*$, between 1 and $\sqrt3$. Near $x=1$ the first term of $D$ is about $-(x^2-1)/4$, and the others add to about $\pi^6/960-1=0.00145$. This gives $x_*\approx1+2(0.00145)=1.0029$; the numerical root is 1.0028. Thus
\begin{equation}
\boxed{b_*=\pi\sqrt{\frac{\chi x_*}\omega}\approx\pi\sqrt{\frac\chi\omega}}
\end{equation}
For the given beam $b_*=37.3\ \mu$m $=3.73\times10^5$ \AA. There $F=0.494$, so
\[
1/Q=0.494\times2.03\times10^{-4}=1.00\times10^{-4},\qquad Q\approx1.0\times10^4 .
\]
Zener's form gives 37.2 $\mu$m and $1.01\times10^{-4}$. The rough inputs are a larger source of uncertainty than this difference.

\section{The length that keeps the frequency}

The beam equation $(Eb^2/12)w''''=\rho\omega^2w$ has wavenumber $k$ with $k^4=12\rho\omega^2/(Eb^2)$. The clamp, $w(0)=w'(0)=0$, leaves
\[
w=a(\cosh ks-\cos ks)+d(\sinh ks-\sin ks),
\]
with $s$ the distance from it. At the free end $w''=w'''=0$. With $\lambda=kL$ these two conditions have a nonzero solution if
\[
(\cosh\lambda+\cos\lambda)^2-(\sinh^2\lambda-\sin^2\lambda)=2(1+\cosh\lambda\cos\lambda)=0 .
\]
The lowest root is $\lambda=1.875$, and
\begin{equation}
L^2=\frac{\lambda^2b}{\omega}\sqrt{\frac E{12\rho}} .
\end{equation}
At $b_*$ this gives $L=720\ \mu$m, or $L/b=19$. Other thicknesses at 100 kHz give:

\begin{center}
\begin{tabular}{cccc}
$b$ ($\mu$m) & $L$ ($\mu$m) & $10^5/Q$, full & $10^5/Q$, Zener\\
10 & 373 & 1.44 & 1.46\\
20 & 527 & 5.33 & 5.40\\
40 & 745 & 9.92 & 10.04\\
80 & 1054 & 4.24 & 4.20
\end{tabular}
\end{center}

If the length were held fixed instead, $\omega\propto b$ and $x\propto b^3$. The peak loss would be the same, but the peak would be narrower in $b$.

The free-end conditions also give $w''(0)=k^2w(L)$ in size. Indeed $w''(0)=2ak^2$, while eliminating $d$ gives
\[
w(L)=2a\,\frac{\cosh\lambda\sin\lambda-\sinh\lambda\cos\lambda}{\sinh\lambda+\sin\lambda}=2a ,
\]
because $\cosh\lambda\cos\lambda=-1$ makes the squares of numerator and denominator equal, and both are positive. For a tip amplitude of 1 $\mu$m the surface strain at the clamp is $k^2w(L)\,b/2=1.27\times10^{-4}$. Without heat flow the surface temperature would swing by $(E\alpha T/C)\times1.27\times10^{-4}=9.9$ mK; by \eqref{profile} the amplitude is 5.8 mK.

\section{Effects left out, for the same beam}

\textit{Heat flow along the beam.} A pattern with wavenumber $k_x$ along the beam decays at $\chi[(n\pi/b)^2+k_x^2]$. Summing over such patterns, each weighted by its share of the squared curvature, changes the loss by less than 0.01\% if the clamp is insulating. A clamp held at $T$ lowers the loss by 3\% and moves the best thickness to 38.1 $\mu$m.

\textit{Shear and rotary inertia} lower the frequency by 0.2\% at fixed $L$, taking a shear modulus of 80 GPa.

\textit{Sideways bending.} If the clamp or a large width suppresses it, lateral strain is zero and $\sigma_y=\nu\sigma-E\alpha\theta$. Then $\sigma=E[\varepsilon-(1+\nu)\alpha\theta]/(1-\nu^2)$, and the strain part of the entropy is $\alpha(\sigma+\sigma_y)\to E\alpha\varepsilon/(1-\nu)$. The thermal strain grows by $1+\nu$ and the heating by $1/(1-\nu)$, so to leading order $\Delta$ is multiplied by $(1+\nu)/(1-\nu)=1.13$ for $\nu=0.06$, the value for a $\langle110\rangle$ beam bending out of a (001) wafer. For the same beam direction in a (111) wafer, $\nu$ is about 0.26 and the factor 1.7. In a (110) wafer, where the sideways stiffness also differs from $E$, the factor is about 1.8.

\textit{Direction and temperature.} Along $\langle100\rangle$, with $E=130$ GPa, the loss at the same $b$ and $\omega$ falls by the factor 0.76; $b_*$ does not contain $E$. At 400 K take roughly $\kappa=1.0$ W/(cm K), $C=1.8$ J/(cm$^3$ K), $\alpha=3.2\times10^{-6}$ K$^{-1}$ and the same $E$. The best thickness becomes 30 $\mu$m with $1/Q=1.9\times10^{-4}$. A beam kept at 37.3 $\mu$m has $1.7\times10^{-4}$.

\textit{Fourier's law.} The single-path estimate $3\kappa/(C\sqrt{E/\rho})$ gives a phonon path of 31 nm. This average hides a broad spread: in silicon at 300 K a sizeable share of the heat is carried by phonons with paths above 1 $\mu$m, and some have paths beyond 10 $\mu$m. Using the bulk $\kappa$ is therefore an approximation. As a rough estimate, the effective conductivity across a beam of thickness $b_*$ may be lower by about a tenth, which would reduce $b_*$ by about 5\%. The error grows for thinner beams.

\textit{Gas.} Molecules of mass $m$ and density $n_g$, reflected like light from a face advancing at speed $u$, exert the pressure $2mn_g\int_{-u}^\infty(v+u)^2f(v)\,dv$, with $f$ the thermal distribution of the normal velocity. Its slope at $u=0$ is $4mn_g\sqrt{k_BT/2\pi m}$. The two faces together give a drag $\gamma u$ per area, with $\gamma=8P\sqrt{m/2\pi k_BT}$ at pressure $P$, and $Q=\omega\rho b/\gamma$. For nitrogen at 0.01 Torr this is $4\times10^6$. The mean free path, 5 mm, exceeds the beam's size, as the estimate requires.

\textit{Sound in the support.} A force of amplitude $F_0$ in an infinite solid radiates the mean power $\omega^2F_0^2S/(24\pi\rho)$, where $S=c_l^{-3}+2c_t^{-3}$ and $c_l$, $c_t$ are the speeds of longitudinal and transverse sound. This follows from summing the resonant response $\mathrm{Im}\,[\rho(c^2k^2-\omega^2-i0)]^{-1}$ over wavevectors, one third of it longitudinal. The limit on $Q$ is $\omega$ times the beam's stored energy, divided by this power. With $F_0$ the amplitude of the beam's rate of change of momentum, a width of 100 $\mu$m, and the rough speeds $c_l\approx\sqrt{E/\rho}=8.6$ km/s and $c_t=5.9$ km/s, it is $Q\approx8\times10^6$. A half-space yields more easily at its free surface and radiates about two and a half to three times more power, which puts the limit near $3\times10^6$; the clamping couple adds little there. Both figures need a support that is thick compared with the sound wavelength, about 6 cm at 100 kHz. A chip 0.5 mm thick acts as a plate and yields far more easily: the same force on a wide plate of that thickness, with its flexural waves (wavelength about 9 mm) carried away, gives $Q\approx5\times10^3$, below the thermoelastic value, and this limit grows as the square of the plate thickness. How much a small chip really loses depends on its mounting, so support loss cannot be taken as negligible for this beam.

\section{Beside real devices}

A beam 37 $\mu$m thick and 0.7 mm long is a stout micromachined part. Silicon probes for force microscopy are typically a few micrometres thick; at 100 kHz the model puts them on the thin side of the peak, where this loss falls as $b^2$ and other losses may dominate. Real anchors are neither perfectly insulating nor held at fixed temperature; the two ideal clamps above differ by 3\% in loss at $b_*$. On the thick side the difference grows and changes sign: a clamp held at $T$ raises the loss by about 9\% at 80 $\mu$m and nearly doubles it at 300 $\mu$m. Doping can lower $\kappa$, and $b_*$ then shrinks as $\sqrt\kappa$ at fixed $C$ and $\omega$. Working at 400 K nearly doubles the greatest loss; suppressed sideways bending can matter almost as much in some wafer planes. For an uncoated beam in good vacuum whose frequency is prescribed, thicknesses well away from $\pi\sqrt{\chi/\omega}$, on either side, reduce thermoelastic loss. On the thick side the gain is smaller than \eqref{full} suggests if the anchor conducts heat, the beam becomes less slender ($L/b\approx8$ at 200 $\mu$m), and the support loss at fixed width grows as $bL\propto b^{3/2}$, so the total $Q$ need not improve. Most of the values behind these figures are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input E <110>, E <100>: 170, 130 GPa
Input shear modulus: 80 GPa; in-plane Poisson ratio: 0.06
Input expansion: 2.6 ppm/K; T: 300 K
Input heat capacity: 1.7 J/(cm3 K)
Input conductivity: 1.5 W/(cm K)
Input density: 2.3 g/cm3
Input frequency: 100 kHz; width: 100 um
Heat diffusivity: 0.8824 cm2/s
Relaxation strength Delta: 2.0280e-04
First mode weight: 0.98553
Peak omega*tau: 1.00281; estimate: 1.00289
Peak xi: 2.2246; peak F: 0.49418
Thickness of greatest loss: 37.28 um = 3.728e+05 angstrom
Zener thickness: 37.23 um
Relaxation time at peak: 1.5960 us
Peak 1/Q: 1.0022e-04; Q: 9978
Zener peak 1/Q: 1.0140e-04; Q: 9862
Cantilever root lambda: 1.87510
Length at peak: 719.6 um; L/b: 19.30
b 10 um: L 373 um, 1/Q full 1.437e-05, Zener 1.456e-05
b 20 um: L 527 um, 1/Q full 5.333e-05, Zener 5.403e-05
b 40 um: L 745 um, 1/Q full 9.924e-05, Zener 1.004e-04
b 80 um: L 1054 um, 1/Q full 4.241e-05, Zener 4.195e-05
Tip amplitude: 1 um; clamp surface strain: 1.266e-04
Surface swing, adiabatic: 9.87 mK; actual: 5.76 mK
Insulated clamp, loss change: -0.00 %
Cold clamp, loss change: -2.99 %
Cold clamp, best thickness: 38.06 um
Shear and rotary inertia, frequency change: -0.18 %
No sideways bending, loss factor: 1.128
Beam along <100>, loss factor: 0.765
Grey phonon path: 31 nm
Long phonon path (rough input): 1 um; over b: 0.027
Input at 400 K: 1.0 W/(cm K), 1.8 J/(cm3 K), 3.2 ppm/K
At 400 K: best thickness 29.58 um, peak 1/Q 1.912e-04
At 400 K, thickness kept: 1/Q 1.725e-04
Gas: 0.01 Torr, mass 28 u, diameter 0.37 nm
Gas mean free path: 5.1 mm; gas-limited Q: 3.78e+06
Support-limited Q (order of size): 8e+06
\end{verbatim}
